# The singular-value threshold in matrix elements between nonorthogonal determinants: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for determinants a, b with orbital overlap S = U diag(s) V^+,
  <a|b>   = p * prod_i s_i,            p = det(U) det(V^+)
  <a|F|b> = p * sum_i P_i f_ii,        P_i = product of all s_j except s_i,
where f = U^+ F V and F_ij = <a_i|f|b_j>. No division occurs, so vanishing
singular values need no special treatment. Tests: explicit Fock-space algebra,
and column-replacement determinants for Mg + Mg+ charge-transfer states.
Atomic units are used inside the molecular part.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf, lib

lib.num_threads(1)


def excluded_products(s):
    """P_i = product of all s_j with j != i, from running products."""
    left = np.concatenate(([1.0], np.cumprod(s[:-1])))
    right = np.concatenate((np.cumprod(s[:0:-1])[::-1], [1.0]))
    return left * right


def corresponding(S, F):
    """Phase, singular values, operator in corresponding orbitals, U, V."""
    U, s, Vh = np.linalg.svd(S)
    V = Vh.conj().T
    phase = np.linalg.det(U) * np.linalg.det(Vh)
    return phase, s, U.conj().T @ F @ V, U, V


# ---------- Part 1: explicit Fock space, 4 electrons in 8 spin orbitals ------
rng = np.random.default_rng(7)
n_el, n_orb = 4, 8
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for p in range(n_orb):
    op = np.eye(1)
    for q in range(n_orb):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    annihilate.append(op)
annihilate = np.array(annihilate)


def random_unitary(n):
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(z)[0]


def fock_state(orbitals):
    """Apply the creation operators of all columns to the vacuum."""
    v = np.zeros(2**n_orb, complex)
    v[0] = 1.0
    for i in reversed(range(n_el)):
        v = sum(orbitals[p, i] * (annihilate[p].T @ v) for p in range(n_orb))
    return v


def apply_one_body(f, v):
    removed = np.array([c @ v for c in annihilate])
    mixed = f @ removed
    return sum(annihilate[p].T @ mixed[p] for p in range(n_orb))


frame = random_unitary(n_orb)
mix_a, mix_b = random_unitary(n_el), random_unitary(n_el)
f_model = rng.normal(size=(n_orb, n_orb)) + 1j * rng.normal(size=(n_orb, n_orb))
f_model = (f_model + f_model.conj().T) / 2


def model_pair(s):
    """Two orthonormal orbital sets whose overlap has singular values s."""
    s = np.array(s)
    a = frame[:, :n_el] @ mix_a
    b = (frame[:, :n_el] * s + frame[:, n_el:] * np.sqrt(1 - s**2)) @ mix_b
    return a, b


print("Model: 4 electrons, 8 spin orbitals, dimensionless operator")
cases = [([0.9, 0.7, 0.5, 0.3], 4), ([0.9, 0.7, 0.5, 0.0], 1),
         ([0.9, 0.7, 0.0, 0.0], 0)]
for s_in, expected_rank in cases:
    a, b = model_pair(s_in)
    va, vb = fock_state(a), fock_state(b)
    removed_a = np.array([c @ va for c in annihilate])
    removed_b = np.array([c @ vb for c in annihilate])
    density_fock = removed_a.conj() @ removed_b.T
    overlap_fock = np.vdot(va, vb)
    element_fock = np.vdot(va, apply_one_body(f_model, vb))

    phase, s, f, U, V = corresponding(a.conj().T @ b, a.conj().T @ f_model @ b)
    P = excluded_products(s)
    overlap = phase * np.prod(s)
    element = phase * np.sum(P * np.diag(f))
    density = phase * ((a @ U).conj() * P) @ (b @ V).T
    rank = np.linalg.matrix_rank(density_fock, tol=1e-10)
    assert np.allclose(s, s_in, atol=1e-12)
    assert abs(overlap - overlap_fock) < 1e-12
    assert abs(element - element_fock) < 1e-11
    assert np.allclose(density, density_fock, atol=1e-12)
    assert rank == expected_rank
    print(f" s = {s_in}: |overlap| = {abs(overlap):.6f}, "
          f"|element| = {abs(element):.6f}")
    print(f"   Fock space: {abs(overlap_fock):.6f}, {abs(element_fock):.6f}; "
          f"transition-density rank {rank}")

# Two zeros: the square of the one-electron operator still connects the states.
square_fock = np.vdot(apply_one_body(f_model, va), apply_one_body(f_model, vb))
square_rule = 2 * phase * s[0] * s[1] * (f[2, 2] * f[3, 3] - f[2, 3] * f[3, 2])
assert abs(square_fock) > 1e-3
assert abs(square_fock - square_rule) < 1e-10
print(f" two zeros, |element of F squared|: rule {abs(square_rule):.6f}, "
      f"Fock space {abs(square_fock):.6f}")

# Error made when a small singular value is declared to be zero.
errors = []
for small in (1e-2, 1e-3):
    a, b = model_pair([0.9, 0.7, 0.5, small])
    exact = np.vdot(fock_state(a), apply_one_body(f_model, fock_state(b)))
    phase, s, f, U, V = corresponding(a.conj().T @ b, a.conj().T @ f_model @ b)
    full = phase * np.sum(excluded_products(s) * np.diag(f))
    truncated = phase * excluded_products(s)[-1] * f[-1, -1]
    assert abs(full - exact) < 1e-11
    errors.append(abs(truncated - exact))
    print(f" smallest s = {small:.0e} declared zero: error {errors[-1]:.3e}")
assert abs(errors[0] / errors[1] - 10) < 1e-5

# ---------- Part 2: Mg + Mg+ electron transfer ------------------------------
distance = 5.0  # angstrom
basis = "6-31g"
atom = gto.M(atom="Mg 0 0 0", basis=basis, verbose=0)
ion = gto.M(atom="Mg 0 0 0", basis=basis, charge=1, spin=1, verbose=0)
mf_atom, mf_ion = scf.RHF(atom), scf.ROHF(ion)
for mf in (mf_atom, mf_ion):
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
px = [i for i, label in enumerate(atom.ao_labels()) if "px" in label]


def fragment(mf, valence_occ):
    """Core orbitals, 3s orbital and 3p_x orbital of one fragment."""
    C = mf.mo_coeff
    occupied = C[:, mf.mo_occ > 0]
    if valence_occ == 1:
        core, s3 = C[:, mf.mo_occ == 2], C[:, mf.mo_occ == 1]
    else:
        core, s3 = occupied[:, :5], occupied[:, 5:6]
    assert core.shape[1] == 5 and s3.shape[1] == 1
    fock = np.asarray(mf.get_fock())[np.ix_(px, px)]
    metric = mf.get_ovlp()[np.ix_(px, px)]
    p3 = np.zeros((C.shape[0], 1))
    p3[px, 0] = eigh(fock, metric)[1][:, 1]
    p_rows = [i for i, lab in enumerate(atom.ao_labels()) if "p" in lab]
    assert np.max(np.abs(s3[p_rows])) < 1e-6
    return core, s3, p3


core_n, s_n, p_n = fragment(mf_atom, 2)
core_i, s_i, p_i = fragment(mf_ion, 1)
dimer = gto.M(atom=[["Mg", (0, 0, -distance / 2)], ["Mg", (0, 0, distance / 2)]],
              basis=basis, charge=1, spin=1, verbose=0)
S_ao = dimer.intor("int1e_ovlp")
T_ao = dimer.intor("int1e_kin")
h_ao = T_ao + dimer.intor("int1e_nuc")
x_ao, _, z_ao = dimer.intor("int1e_r")


def orthonormal(left, right):
    """Place fragment orbitals on the two atoms, then Loewdin orthonormalize."""
    C = block_diag(np.hstack(left), np.hstack(right))
    w, Q = np.linalg.eigh(C.T @ S_ao @ C)
    return C @ (Q / np.sqrt(w)) @ Q.T


# Each state is (alpha orbitals, beta orbitals).
state_D = (orthonormal([core_n, s_n], [core_i, s_i]),
           orthonormal([core_n, s_n], [core_i]))
state_A = (orthonormal([core_i, s_i], [core_n, s_n]),
           orthonormal([core_i], [core_n, s_n]))
state_X = (orthonormal([core_i, p_i], [core_n, s_n]),
           orthonormal([core_i], [core_n, s_n]))
state_Y = (orthonormal([core_i, s_i], [core_n, p_n]),
           orthonormal([core_i], [core_n, p_n]))


def matrices(bra, ket, op):
    S = [bra[k].T @ S_ao @ ket[k] for k in (0, 1)]
    F = [bra[k].T @ op @ ket[k] for k in (0, 1)]
    return S, F


def by_svd(bra, ket, op):
    """Overlap and one-electron element; both spins share one product list."""
    S, F = matrices(bra, ket, op)
    up, down = corresponding(S[0], F[0]), corresponding(S[1], F[1])
    phase = up[0] * down[0]
    s = np.concatenate((up[1], down[1]))
    diagonal = np.concatenate((np.diag(up[2]), np.diag(down[2])))
    element = phase * np.sum(excluded_products(s) * diagonal)
    return phase * np.prod(s), element, up, down


def by_columns(bra, ket, op):
    """Same element from determinants with one column replaced."""
    S, F = matrices(bra, ket, op)
    S, F = block_diag(*S), block_diag(*F)
    total = 0.0
    for j in range(S.shape[1]):
        M = S.copy()
        M[:, j] = F[:, j]
        total += np.linalg.det(M)
    return np.linalg.det(S), total


for ket in (state_A, state_X, state_Y):
    for op in (S_ao, T_ao, h_ao, x_ao, z_ao):
        o1, e1 = by_svd(state_D, ket, op)[:2]
        o2, e2 = by_columns(state_D, ket, op)
        assert abs(o1 - o2) < 1e-10
        assert abs(e1 - e2) < 1e-7 * max(1.0, abs(e2))

n_total = state_D[0].shape[1] + state_D[1].shape[1]
print(f"Mg + Mg+, HF fragments, {basis}, distance {distance:.1f} angstrom "
      f"= {distance * 1e-10 / const.value('Bohr radius'):.4f} bohr")
print(f" electrons: {n_total} ({state_D[0].shape[1]} alpha, "
      f"{state_D[1].shape[1]} beta)")
print(f" HF energies: Mg {mf_atom.e_tot:.6f}, Mg+ {mf_ion.e_tot:.6f} hartree")

# D-A: no vanishing singular value
S_DA, number_DA, up, down = by_svd(state_D, state_A, S_ao)
assert abs(number_DA - n_total * S_DA) < 1e-9
T_DA = by_svd(state_D, state_A, T_ao)[1]
h_DA = by_svd(state_D, state_A, h_ao)[1]
print("D-A (no zero):")
print(f" smallest s: alpha {up[1][-1]:.6f}, beta {down[1][-1]:.6f}")
print(f" next smallest beta s: {down[1][-2]:.6f}")
print(f" product of s: alpha {np.prod(up[1]):.6f}, beta {np.prod(down[1]):.6f}")
print(f" overlap S_DA = {S_DA:.6f}")
print(f" number-operator element = {number_DA:.6f}, ratio to S_DA = "
      f"{number_DA / S_DA:.6f}")
print(f" kinetic-energy element = {T_DA:.6f} hartree")
print(f" core-Hamiltonian element = {h_DA:.6f} hartree")

# Position operator in the space of D and A
z_DD = by_svd(state_D, state_D, z_ao)[1]
z_AA = by_svd(state_A, state_A, z_ao)[1]
z_DA = by_svd(state_D, state_A, z_ao)[1]
assert abs(z_DA) < 1e-6 and abs(z_DD + z_AA) < 1e-6
z_eig = eigh(np.array([[z_DD, z_DA], [z_DA, z_AA]]),
             np.array([[1.0, S_DA], [S_DA, 1.0]]), eigvals_only=True)
assert abs(z_eig[1] - abs(z_AA) / np.sqrt(1 - S_DA**2)) < 1e-6
print(f" sum of z: D {z_DD:.5f}, A {z_AA:.5f} bohr; |D-A element| < 1e-6 bohr")
print(f" difference A - D = {z_AA - z_DD:.5f} bohr")
print(f" position eigenvalues in the D,A space: {z_eig[0]:.5f}, "
      f"{z_eig[1]:.5f} bohr")

# D-X: one vanishing singular value
S_DX, x_DX, up, down = by_svd(state_D, state_X, x_ao)
assert up[1][-1] < 1e-8 and up[1][-2] > 1e-3 and down[1][-1] > 1e-3
assert abs(S_DX) < 1e-8 and abs(x_DX) > 1e-4
P_zero = np.prod(up[1][:-1]) * np.prod(down[1])
assert abs(abs(x_DX) - P_zero * abs(up[2][-1, -1])) < 1e-7
debye = 1e-21 / const.c  # in coulomb metre
to_debye = const.e * const.value("Bohr radius") / debye
print("D-X (one zero, alpha):")
print(f" smallest alpha s below 1e-8: {up[1][-1] < 1e-8}; "
      f"next {up[1][-2]:.6f}; smallest beta s {down[1][-1]:.6f}")
print(f" product of the nonzero s = {P_zero:.6f}")
print(f" |x element of the zero pair| = {abs(up[2][-1, -1]):.6f} bohr")
print(f" |element of sum x| = {abs(x_DX):.6f} bohr")
print(f" |transition dipole| = {abs(x_DX):.6f} e*bohr = "
      f"{abs(x_DX) * to_debye:.6f} debye")

# D-Y: one vanishing singular value in each spin
S_DY, x_DY, up, down = by_svd(state_D, state_Y, x_ao)
h_DY = by_svd(state_D, state_Y, h_ao)[1]
assert up[1][-1] < 1e-8 and down[1][-1] < 1e-8
assert up[1][-2] > 1e-3 and down[1][-2] > 1e-3
assert max(abs(S_DY), abs(x_DY), abs(h_DY)) < 1e-6
rest = np.prod(up[1][:-1]) * np.prod(down[1][:-1])
pair_rule = 2 * up[0] * down[0] * rest * up[2][-1, -1] * down[2][-1, -1]
S_blocks, X_blocks = matrices(state_D, state_Y, x_ao)
S_full, X_full = block_diag(*S_blocks), block_diag(*X_blocks)
step = 1e-3
pair_difference = (np.linalg.det(S_full + step * X_full)
                   + np.linalg.det(S_full - step * X_full)
                   - 2 * np.linalg.det(S_full)) / step**2
assert abs(pair_rule) > 1e-4
assert abs(pair_rule - pair_difference) < 2e-3 * abs(pair_rule)
print("D-Y (two zeros, one per spin):")
print(" overlap, sum x and core-Hamiltonian elements: all below 1e-6 a.u.")
print(f" product of the nonzero s = {rest:.6f}")
print(f" |x of zero pairs|: alpha {abs(up[2][-1, -1]):.6f}, "
      f"beta {abs(down[2][-1, -1]):.6f} bohr")
print(f" |element of (sum x)^2|: rule {abs(pair_rule):.6f}, "
      f"finite difference {abs(pair_difference):.6f} bohr^2")

print("all good")
```

It prints:

```
Model: 4 electrons, 8 spin orbitals, dimensionless operator
 s = [0.9, 0.7, 0.5, 0.3]: |overlap| = 0.094500, |element| = 0.287378
   Fock space: 0.094500, 0.287378; transition-density rank 4
 s = [0.9, 0.7, 0.5, 0.0]: |overlap| = 0.000000, |element| = 0.420231
   Fock space: 0.000000, 0.420231; transition-density rank 1
 s = [0.9, 0.7, 0.0, 0.0]: |overlap| = 0.000000, |element| = 0.000000
   Fock space: 0.000000, 0.000000; transition-density rank 0
 two zeros, |element of F squared|: rule 4.530317, Fock space 4.530317
 smallest s = 1e-02 declared zero: error 7.362e-03
 smallest s = 1e-03 declared zero: error 7.362e-04
Mg + Mg+, HF fragments, 6-31g, distance 5.0 angstrom = 9.4486 bohr
 electrons: 23 (12 alpha, 11 beta)
 HF energies: Mg -199.595219, Mg+ -199.352107 hartree
D-A (no zero):
 smallest s: alpha 0.983247, beta 0.079459
 next smallest beta s: 0.999995
 product of s: alpha 0.973009, beta 0.079457
 overlap S_DA = -0.077312
 number-operator element = -1.778182, ratio to S_DA = 23.000000
 kinetic-energy element = -30.804397 hartree
 core-Hamiltonian element = 45.135958 hartree
 sum of z: D -4.72876, A 4.72876 bohr; |D-A element| < 1e-6 bohr
 difference A - D = 9.45753 bohr
 position eigenvalues in the D,A space: -4.74296, 4.74296 bohr
D-X (one zero, alpha):
 smallest alpha s below 1e-8: True; next 0.986682; smallest beta s 0.079459
 product of the nonzero s = 0.078397
 |x element of the zero pair| = 2.009286 bohr
 |element of sum x| = 0.157521 bohr
 |transition dipole| = 0.157521 e*bohr = 0.400379 debye
D-Y (two zeros, one per spin):
 overlap, sum x and core-Hamiltonian elements: all below 1e-6 a.u.
 product of the nonzero s = 0.986488
 |x of zero pairs|: alpha 1.611871, beta 0.229055 bohr
 |element of (sum x)^2|: rule 0.728436, finite difference 0.728435 bohr^2
all good
```
